# Why potential disturbances die out in a slot between grounded walls

**Two neighbouring metal lines are grounded, and the slot between them is filled with a dielectric. When a conductor above the slot changes its voltage, how much of the change reaches down between the lines, and what sets the depth at which it is lost?**

## The mechanism

Let $x$ run across the slot from one wall at $x=0$ to the other at $x=s$, and let $z$ be the depth below the mouth. The slot is long in the third direction, and nothing varies along it for now. Its dielectric is uniform, isotropic and linear.

Let $\phi(x,z)$ be the *change* of potential caused by the conductor above. Charge fixed in the dielectric does not alter when that conductor is switched, so it drops out of $\phi$. Gauss's law then gives

$$\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial z^2}=0 .$$

The permittivity has cancelled because it is uniform. The two curvatures must be opposite. A potential that is zero at both walls and positive between them has to arch over, with negative curvature across the slot in the simplest profile. Its curvature along $z$ is then positive, as in a decaying exponential. A narrower slot forces a tighter arch and hence a faster decay.

For a profile that keeps its shape, $\phi=X(x)e^{-\kappa z}$, the field equation gives $X''=-\kappa^2X$. Multiply by $X$ and integrate across the slot. The boundary term $[XX']$ vanishes at the walls, leaving

$$\kappa^2=\frac{\int_0^s X'^2dx}{\int_0^s X^2dx}.$$

The slowest decay therefore belongs to the profile with the least slope for its size. To find it, set $k=\pi/s$ and $c(x)=k\cot kx$, and expand a square:

$$\int_0^s(X'-cX)^2dx=\int_0^s\left[X'^2-c\,(X^2)'+c^2X^2\right]dx .$$

Integrating the middle term by parts gives $-[cX^2]+\int c'X^2dx$. The bracket is zero: near a wall $X^2$ vanishes as the square of the distance, while $c$ grows as its inverse. Since $c'=-k^2/\sin^2kx=-(k^2+c^2)$, the $c^2$ terms cancel:

$$\int_0^s(X'-cX)^2dx=\int_0^sX'^2dx-k^2\int_0^sX^2dx\ \ge 0 .$$

Hence $\kappa\ge\pi/s$. Equality requires $X'=cX$, whose solution is $X\propto\sin(\pi x/s)$, one half-wave fitted between the walls.

## From one profile to any disturbance

A real disturbance is a mixture of profiles. Write $k_n=n\pi/s$ and define its sine amplitudes

$$a_n(z)=\frac2s\int_0^s\phi\,\sin k_nx\,dx .$$

Differentiate twice in $z$ and replace $\phi_{zz}$ by $-\phi_{xx}$. Two integrations by parts give

$$\int_0^s\phi_{xx}\sin k_nx\,dx=[\phi_x\sin k_nx]-k_n[\phi\cos k_nx]-k_n^2\int_0^s\phi\sin k_nx\,dx .$$

The first bracket vanishes because the sine does. The second vanishes because $\phi$ is zero at both walls, and this is where grounding enters. What remains is $a_n''=k_n^2a_n$, with solutions $e^{-k_nz}$ and $e^{+k_nz}$.

In an endless slot with bounded potential, the growing solution is excluded and $a_n(z)=a_n(0)e^{-k_nz}$. With a grounded floor at depth $d$, the condition $a_n(d)=0$ gives

$$\frac{a_n(z)}{a_n(0)}=\frac{\sinh k_n(d-z)}{\sinh k_nd}=e^{-k_nz}\,\frac{1-e^{-2k_n(d-z)}}{1-e^{-2k_nd}}\le e^{-k_nz}.$$

The fraction on the right is at most one because $d-z\le d$. For the same mouth profile, a grounded floor therefore makes every sine amplitude smaller still.

Let $N(z)$ be the root-mean-square (rms) potential across the slot. The sines are orthogonal and $\sin^2$ averages to one half, so $N^2=\tfrac12\sum a_n^2$. Every $k_n$ is at least $\pi/s$, and therefore

$$N(z)\le N(0)\,e^{-\pi z/s}.$$

The statement also holds locally. In the endless slot,

$$-\frac{1}{N}\frac{dN}{dz}=\frac{\sum k_na_n^2}{\sum a_n^2}\ \ge\ \frac{\pi}{s},$$

which is a weighted mean of the mode rates. A grounded floor replaces $k_n$ in the numerator by $k_n\coth k_n(d-z)$, which is larger still.

For a lopsided mouth profile with jumps, a direct mesh solution gave a smallest local rate of $0.9998\,\pi/s$. The small deficit is a mesh effect. On a square mesh of step $h$, the half-wave obeys $\cosh\kappa h-1=1-\cos kh$, so $\kappa\approx k[1-(kh)^2/12]$. For $h=s/60$ this lowers the rate by about $0.02\,\%$.

## Does the same bound hold at every point?

Not without a prefactor. Suppose the whole mouth sits at potential $V$. Then $a_n(0)=4V/(n\pi)$ for odd $n$ and zero for even $n$. With $w=e^{-kz+ikx}$, the endless slot has

$$\phi=\frac{4V}{\pi}\,\mathrm{Im}\sum_{n\ \mathrm{odd}}\frac{w^n}{n}=\frac{2V}{\pi}\,\mathrm{Im}\ln\frac{1+w}{1-w}.$$

The imaginary part of the logarithm is the phase of $(1+w)(1-w^*)=1-|w|^2+2i\,\mathrm{Im}\,w$, so

$$\phi=\frac{2V}{\pi}\arctan\frac{\sin(\pi x/s)}{\sinh(\pi z/s)} .$$

This is largest at the centre. There the identity $\tan2\theta=2\tan\theta/(1-\tan^2\theta)$ turns it into $(4V/\pi)\arctan(e^{-\pi z/s})$. Because $\arctan u\le u$ for $u\ge0$, it stays below $(4V/\pi)e^{-\pi z/s}$.

Now take any mouth profile $f$ with $|f|\le V$. The uniform-mouth solution plus or minus the actual one is nonnegative on every boundary, and by the maximum principle it is nonnegative inside. Therefore

$$|\phi(x,z)|\le\frac4\pi\,\max|f|\;e^{-\pi z/s},$$

with or without a grounded floor.

No factor smaller than $4/\pi\approx1.273$ would serve at every depth: far down an endless slot $\arctan u$ approaches $u$, so the centre potential for a uniform mouth approaches the bound itself. The excess over the pure exponential already shows near the mouth. At depth $s/4$, the computed centre potential for a uniform mouth is $0.545V$, while $e^{-\pi/4}=0.456$. The centre is at first fed by a flat-topped profile, and its mean decay rate down to that depth is $0.774\,\pi/s$. Meanwhile the potential near the walls falls faster, which is how the rms bound survives.

## What happens if the walls do not hold the potential at zero?

Changing the wall condition tests the explanation. If one wall is insulating, the slope rather than the potential vanishes there. A quarter-wave $\sin(\pi x/2s)$ now fits, and the slowest rate should halve. The mesh solution gave $0.5000\,\pi/s$.

If both walls insulate, a constant profile fits. It has no transverse curvature, so its potential is linear in $z$. With a grounded floor at depth $6s$, the average across the slot at $3s$ was $0.5000$ of its mouth value. The floor, not the slot width, sets that fall.

Variation along the slot acts the other way. A disturbance proportional to $\cos qy$ contributes $-q^2\phi$ to the field equation, so the slowest rate becomes $\sqrt{(\pi/s)^2+q^2}$. For $q=2/s$ this is $1.1854\,\pi/s$, and the mesh solution gave $1.1852\,\pi/s$.

An insulating floor requires $a_n'(d)=0$. It replaces both hyperbolic sines by cosines:

$$\frac{\cosh k_n(d-z)}{\cosh k_nd}=e^{-k_nz}\,\frac{1+e^{-2k_n(d-z)}}{1+e^{-2k_nd}}<2e^{-k_nz}.$$

The potential can thus approach twice the pure exponential at the floor, and the bound without a prefactor is lost.

## How large is the effect between two wires?

Take grounded lines 20 nm wide, 20 nm apart and 40 nm tall, repeated periodically. A plate 20 nm above them changes by 0.7 V, and a grounded plane lies at their feet. The relative permittivity is 2.7 throughout. The decay length is $s/\pi=6.37$ nm, and a single half-wave in an endless slot falls tenfold in $s\ln10/\pi=14.7$ nm.

The mouth potential is not known in advance, so the field above and between the lines was solved together. The mouth centre lies at about 142 mV, and the half-wave amplitude there is $a_1(0)\approx158$ mV. The sharp line corners limit the mesh accuracy of these two values to about $0.1\,\%$, so further digits are not meaningful. The amplitude exceeds the centre value because the third mode subtracts about 21 mV at the centre, the fifth adds about 9 mV, and higher modes supply the rest.

At 20 nm depth, half the line height, the floor formula simplifies to

$$\frac{\sinh\pi}{\sinh2\pi}=\frac{e^{-\pi}}{1+e^{-2\pi}}=\frac{0.04321}{1.00187}=0.0431 .$$

The predicted centre potential is $158\times0.0431=6.8$ mV. The full field also gives 6.8 mV, and halving the mesh step moved it by about $0.1\,\%$. The point bound is $1.273\times142\times0.04321=7.8$ mV.

At 10 nm the first mode gives about 33 mV, and the full field lies 0.2 mV lower. The third mode accounts for the difference: its $-21$ mV has shrunk by $e^{-3\pi/2}\approx0.009$ to $-0.2$ mV.

With the lines removed, and plate and floor unchanged, the potential at the same 20 nm depth would be $0.7\times20/60=0.233$ V, about 34 times larger. Part of that reduction occurs above the slot. At the mouth level the bare potential would be $0.7\times40/60=0.467$ V, against 0.142 V with the lines present.

## What changes in real wiring?

These dimensions, the voltage and the permittivity are round values in the rough range of dense on-chip wiring. The example also stands the lines on a grounded plane. Real lines usually have dielectric beneath them, and a conductor that switches below them sends its own disturbance up the slot, which adds to the one from above. Two further assumptions are exposed. The first is that the lines stay at zero potential. A real line is held through its driver and its own resistance, so its potential can move. If both lines rise together by a few millivolts, the potential midway between them at 20 nm depth rises by nearly as much, which is comparable with the 6.8 mV found above. The second is the uniform dielectric, since sidewalls may carry liners, damaged material or air gaps. Consider a core of width $g$ and permittivity $\varepsilon_1$, with a layer of thickness $t$ and permittivity $\varepsilon_2$ on each wall. Measured from the slot centre, the slowest profile is $\cos\kappa x$ in the core and $B\sin\kappa(s/2-|x|)$ in the layers. Continuity of $\phi$ and of $\varepsilon\phi_x$ gives

$$\varepsilon_1\tan\frac{\kappa g}{2}=\varepsilon_2\cot\kappa t .$$

Equal permittivities return $\kappa=\pi/s$. If $\varepsilon_2<\varepsilon_1$, the left side is already larger at $\kappa=\pi/s$. It rises with $\kappa$ while the right side falls, so the root lies lower. For 2 nm layers of permittivity 1 the rate drops to $0.778\,\pi/s$. With the mouth amplitude held fixed and the floor ignored, this doubles the slowest profile's amplitude at 20 nm. Layers of permittivity 5 raise the rate to $1.098\,\pi/s$. The $\pi/s$ bound therefore cannot be carried over to a slot with low-permittivity wall layers.

Other departures were estimated one at a time:

- Walls that recede by $2^\circ$ each with depth raise the first mode at 20 nm by about $11\,\%$ for a fixed mouth amplitude.
- In the Thomas–Fermi model of screening, field penetration into a metal with $8\times10^{28}$ electrons per cubic metre lowers the rate by about $1.5\,\%$. The sign belongs to that model. In a self-consistent jellium surface (local-density approximation) of the same density facing vacuum, the induced charge is centred about 0.08 nm outside the edge of the positive background. Taken as the wall position, this would narrow the slot and raise the rate slightly. Only the size, of order one per cent, should be carried over to a real metal wall.
- An insulating floor raises the potential at 30 nm from 1.36 to 1.48 mV. The relative change grows towards the floor, where a grounded one would force the potential to zero.
- At 10 GHz, the finite wavelength alone changes the squared rate by a relative $5\times10^{-12}$. This figure does not include the resistance of the lines, which can let their potential move.

Fixed charge of $10^{17}$ elementary charges per cubic centimetre, spread evenly, would add a static potential of about 34 mV midway between the walls, if the mouth and floor are far away. That is more than the disturbance at 20 nm. It shifts the total potential but leaves the switching response unchanged while the charge stays put. The field 1 nm above a line corner and 1 nm towards the slot centre is 0.40 MV/cm (about 0.48 MV/cm at 1 nm directly above the corner), well below a rough breakdown strength of 5 MV/cm. The model's perfectly sharp corner has a higher field closer in, so that figure is not a peak value. The numerical output lists the remaining estimates.

## Computed values

```
GENERAL TESTS (slot width s = 1, mesh s/60)
smallest local rms decay rate, grounded walls: 0.9998 pi/s
deep rate, both walls grounded: 0.9998 pi/s
deep rate, one wall insulating: 0.5000 pi/s
both insulating, floor at 6 s: mean at 3 s / mouth mean = 0.5000
deep rate with q = 2/s along slot: 1.1852 pi/s
same from sqrt(pi^2 + 4)/s: 1.1854 pi/s
trial profile: bending/size = 12.327, pi^2 = 9.870 (1/s^2)
uniform mouth, centre at s/4: 0.5446 of mouth value
exp(-pi/4) = 0.4559; point-bound factor 4/pi = 1.2732
mean centre rate from mouth to s/4: 0.774 pi/s
insulating floor at depth s: potential / exp(-pi) = 1.998
WIRING EXAMPLE
spacing 20 nm, line width 20 nm, line height 40 nm
plate 20 nm above lines at 0.7 V, relative permittivity 2.7
decay length s/pi = 6.366 nm; tenfold depth = 14.66 nm
exp(-pi), drop over one spacing: 0.04321
mouth centre potential: 142.32 mV
mode amplitudes n = 1, 3, 5: 158.03, -21.39, 8.64 mV
depth 10 nm: full field 32.661, first mode 32.848, point bound 37.670 mV
depth 20 nm: full field 6.815, first mode 6.816, point bound 7.831 mV
depth 30 nm: full field 1.358, first mode 1.358, point bound 1.628 mV
rms potential: mouth 113.03 mV, 20 nm deep 4.820 mV
rms bound at 20 nm: 4.884 mV
potential at 20 nm depth with lines removed: 233.3 mV
mesh 0.25 nm against 0.125 nm, shift at 20 nm depth: -0.114 %
NEGLECTED EFFECTS
insulating floor: potential at 30 nm depth 1.481 mV
2 nm wall layers, permittivity 5: rate 1.0976 pi/s
2 nm wall layers, permittivity 1: rate 0.7783 pi/s
metal electron density 8e+28 m^-3: screening length 0.0558 nm
rate with field penetration into metal: 0.9851 pi/s
walls widening 2 deg each: first mode at 20 nm x 1.109
fixed charge 1e+17 e/cm^3: centre potential 33.5 mV
field 1 nm above and 1 nm aside of line corner: 0.399 MV/cm
mean field plate to line: 0.350 MV/cm; rough breakdown input 5 MV/cm
tunnelling exponent, 3 eV barrier (rough), 20 nm: 334
relative change of squared rate at 10 GHz: 4.8e-12
thermal energy / Fermi energy at 378 K: 0.0048
```
